# Time-averaged boron enhancement during a decaying interstitial transient: a numerical check

```python
"""
Transient enhanced diffusion of boron in silicon at constant temperature.
Result under test: if the interstitial supersaturation S = C_I/C_I* obeys
    S(t) = 1 + (S0 - 1) exp(-t/tau),
the time-averaged boron enhancement is
    M(t) = 1 + (A/t) (1 - exp(-t/tau)),   A = (S0 - 1) tau,
so the excess X = M - 1 tends to A/t once t >> tau.
S0: initial supersaturation, tau: decay time (s), D_eq: equilibrium boron
diffusivity, sigma: standard deviation of a Gaussian boron marker (nm).
Material parameters are rough values for silicon near 800 C.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded

k_eV = constants.k / constants.e
T = constants.zero_Celsius + 800.0
S0, tau = 1000.0, 100.0
sigma0 = 10.0            # nm
peak = 2e17              # cm^-3
D_prefactor, D_energy = 0.76, 3.46   # cm^2/s, eV (rough)


def equilibrium_diffusivity(temperature):
    return D_prefactor * np.exp(-D_energy / (k_eV * temperature))


D_cm = equilibrium_diffusivity(T)
D_eq = D_cm * 1e14       # nm^2/s
A = (S0 - 1) * tau


def supersaturation(t):
    return 1 + (S0 - 1) * np.exp(-t / tau)


def excess(t):
    return -A / t * np.expm1(-t / tau)


def log_slope(t):
    u = t / tau
    return -1 + u / np.expm1(u)


def follow_transient(times):
    """Integrate the rate equation; return S and the mean of S up to t."""
    times = np.atleast_1d(np.asarray(times, dtype=float))
    run = solve_ivp(lambda t, y: [-(y[0] - 1) / tau, y[0]],
                    (0, times[-1]), [S0, 0.0], method="DOP853",
                    t_eval=times, rtol=1e-10, atol=1e-9, max_step=tau)
    assert run.success
    return run.y[0], run.y[1] / times


def integral(f, t_end):
    """Quadrature in pieces, so that the early transient is resolved."""
    inner = [m * tau for m in (1, 3, 10, 30, 100) if m * tau < t_end]
    edges = [0.0] + inner + [t_end]
    return sum(quad(f, a, b, epsabs=1e-10, epsrel=1e-10)[0]
               for a, b in zip(edges[:-1], edges[1:]))


# Average and local slope, against the integrated rate equation
times = np.array([10.0, 30.0, 100.0, 300.0, 1000.0, 3000.0, 10000.0])
S_num, M_num = follow_transient(times)
assert np.allclose(S_num, supersaturation(times), rtol=1e-6)
assert np.allclose(M_num - 1, excess(times), rtol=1e-6)
step = 0.01
X_up = follow_transient(times * np.exp(step))[1] - 1
X_down = follow_transient(times * np.exp(-step))[1] - 1
slope_num = np.log(X_up / X_down) / (2 * step)
assert np.allclose(slope_num, log_slope(times), atol=1e-4)
assert abs(slope_num[-1] + 1) < 1e-4 and slope_num[2] > -0.5

# Three characteristic times, checked with the integrated rate equation
t_law = tau * np.log(100)
t_calm = tau * np.log((S0 - 1) / 0.1)
t_double = A
S_law, M_law = (v[0] for v in follow_transient(t_law))
S_calm = follow_transient(t_calm)[0][0]
M_double = follow_transient(t_double)[1][0]
assert abs((M_law - 1) * t_law / A - 0.99) < 1e-5
assert abs(S_calm - 1.1) < 1e-5
assert abs(M_double - 2) < 1e-5

# A decay towards zero instead of one: the average drops below unity
t_wrong = 3 * A
M_wrong = integral(lambda t: S0 * np.exp(-t / tau), t_wrong) / t_wrong
assert M_wrong < 1


# Diffusion equation with time-dependent diffusivity (Crank-Nicolson)
def sigma_formula(t):
    return np.sqrt(sigma0**2 + 2 * D_eq * t * (1 + excess(t)))


t_run, dt = 1000.0, 1.0
x = np.arange(-300.0, 301.0)         # nm, spacing 1 nm
profile = np.exp(-x**2 / (2 * sigma0**2))
start_sum = profile.sum()
for n in range(int(t_run / dt)):
    r = 0.5 * D_eq * supersaturation((n + 0.5) * dt) * dt
    rhs = (1 - 2 * r) * profile
    rhs[1:] += r * profile[:-1]
    rhs[:-1] += r * profile[1:]
    bands = np.empty((3, x.size))
    bands[0], bands[1], bands[2] = -r, 1 + 2 * r, -r
    profile = solve_banded((1, 1), bands, rhs)
sigma_pde = np.sqrt((x**2 * profile).sum() / profile.sum())
sigma_end = sigma_formula(t_run)
gauss = sigma0 / sigma_end * np.exp(-x**2 / (2 * sigma_end**2))
profile_error = np.max(np.abs(profile - gauss)) / gauss.max()
assert abs(profile.sum() / start_sum - 1) < 1e-8
assert abs(sigma_pde / sigma_end - 1) < 1e-4
assert profile_error < 2e-3          # grid error of second order

# Neglected: small vacancy share, with S_V = 1/S
f_I = 0.98
M_vac = integral(lambda t: f_I * supersaturation(t)
                 + (1 - f_I) / supersaturation(t), t_run) / t_run
vacancy_change = (M_vac - 1) / excess(t_run) - 1

# Neglected: hole concentration and built-in field
n_i = 3.87e16 * T**1.5 * np.exp(-0.605 / (k_eV * T))


def holes(c):
    return c / 2 + np.sqrt((c / 2)**2 + n_i**2)


def doping_factor(c):
    field = 1 + c / np.sqrt(c**2 + 4 * n_i**2)
    return holes(c) / n_i * field


# the flux factor is p/n_i times (1 + d ln p / d ln C)
dlnp = np.log(holes(peak * 1.001) / holes(peak / 1.001)) / (
    2 * np.log(1.001))
assert abs(holes(peak) / n_i * (1 + dlnp) / doping_factor(peak) - 1) < 1e-5
peak_end = peak * sigma0 / sigma_end

# Neglected: finite migration length (exponentially distributed jumps)
hop = 5.0                            # nm, rough
rng = np.random.default_rng(7)
events = {}
for t in (10.0, 1000.0):
    mean_events = D_eq * t * (1 + excess(t)) / hop**2
    counts = rng.poisson(mean_events, 1_000_000)
    shift = hop * (rng.standard_gamma(counts)
                   - rng.standard_gamma(counts))
    variance = shift.var()
    assert abs(variance / (2 * D_eq * t * (1 + excess(t))) - 1) < 0.015
    kurtosis = np.mean(shift**4) / variance**2 - 3
    assert abs(kurtosis / (6 / mean_events) - 1) < 0.15
    events[t] = (mean_events, np.mean(counts == 0), kurtosis)

# Neglected: temperature error and heating ramp
decay_energy, ramp = 3.7, 50.0       # eV (rough), K/s


def decay_time(temperature):
    return tau * np.exp(decay_energy / k_eV * (1 / temperature - 1 / T))


D_change = equilibrium_diffusivity(T + 5) / D_cm - 1
tau_change = decay_time(T + 5) / tau - 1
ramp_share = quad(lambda q: 1 / (ramp * decay_time(q)), T - 300, T)[0]


# Neglected: other decay shapes with the same S0 and tau
def shape_ratio(shape, t):
    return (S0 - 1) * integral(shape, t) / (t * excess(t))


def flat_top(t):
    return np.exp(-(t / tau)**2)


def hyperbolic(t):
    return 1 / (1 + t / tau)


flat = [shape_ratio(flat_top, t) for t in (1000.0, 10000.0)]
hyper = [shape_ratio(hyperbolic, t) for t in (1000.0, 10000.0)]
assert abs(flat[1] / flat[0] - 1) < 1e-3     # still 1/t
assert hyper[1] / hyper[0] > 1.5             # not 1/t

print(f"temperature: {T:.2f} K")
print(f"S0: {S0:.0f}; tau: {tau:.0f} s; sigma0: {sigma0:.0f} nm")
print(f"marker peak: {peak:.1e} cm^-3")
print(f"D law: {D_prefactor} cm^2/s, {D_energy} eV")
print(f"D_eq: {D_cm:.3e} cm^2/s = {D_eq:.3e} nm^2/s")
print(f"A = (S0-1) tau: {A:.0f} s = {A / 3600:.2f} h")
print(f"extra diffusion D_eq*A: {D_eq * A:.1f} nm^2")
print("t(s) | S | M | X | A/t | slope | sigma(nm)")
for t in times:
    print(f"{t:.0f} | {supersaturation(t):.4g} | {1 + excess(t):.5g} | "
          f"{excess(t):.5g} | {A / t:.5g} | {log_slope(t):.4f} | "
          f"{sigma_formula(t):.2f}")
print(f"X within 1% of A/t from: {t_law:.1f} s (S there {S_law:.2f})")
print(f"S down to 1.1 at: {t_calm:.1f} s")
print(f"M at t = A, integrated: {M_double:.4f}")
print(f"decay to zero, M at {t_wrong:.0f} s: {M_wrong:.3f}")
print(f"sigma at 1000 s, diffusion run: {sigma_pde:.3f} nm")
print(f"largest profile error / peak: {profile_error:.1e}")
sigma_plain = np.sqrt(sigma0**2 + 2 * D_eq * t_run)
print(f"sigma at 1000 s without transient: {sigma_plain:.2f} nm")
print("Neglected effects (rough inputs)")
print(f"interstitial share f_I: {f_I}")
print(f"change of X at 1000 s by vacancies: {100 * vacancy_change:.2f} %")
print(f"n_i: {n_i:.2e} cm^-3")
print(f"doping factor at initial peak: {doping_factor(peak):.3f}")
print(f"doping factor at 1000 s peak: {doping_factor(peak_end):.3f}")
print(f"migration length: {hop:.0f} nm")
for t, (number, unmoved, kurt) in events.items():
    print(f"{t:.0f} s: migrations per atom {number:.2f}, "
          f"unmoved {100 * unmoved:.2g} %, excess kurtosis {kurt:.2f}")
print(f"+5 K: D_eq {100 * D_change:+.1f} %, tau {100 * tau_change:+.1f} %")
print(f"decay activation energy: {decay_energy} eV; ramp: {ramp:.0f} K/s")
print(f"ramp time in units of tau: {ramp_share:.4f}")
print(f"flat-topped decay, X ratio 1e3, 1e4 s: {flat[0]:.3f}, {flat[1]:.3f}")
print(f"hyperbolic decay, X ratio 1e3, 1e4 s: {hyper[0]:.2f}, {hyper[1]:.2f}")
print("no test failed")
```

Output:

```
temperature: 1073.15 K
S0: 1000; tau: 100 s; sigma0: 10 nm
marker peak: 2.0e+17 cm^-3
D law: 0.76 cm^2/s, 3.46 eV
D_eq: 4.283e-17 cm^2/s = 4.283e-03 nm^2/s
A = (S0-1) tau: 99900 s = 27.75 h
extra diffusion D_eq*A: 427.9 nm^2
t(s) | S | M | X | A/t | slope | sigma(nm)
10 | 904.9 | 951.67 | 950.67 | 9990 | -0.0492 | 13.47
30 | 741.1 | 864.08 | 863.08 | 3330 | -0.1425 | 17.95
100 | 368.5 | 632.49 | 631.49 | 999 | -0.4180 | 25.33
300 | 50.74 | 317.42 | 316.42 | 333 | -0.8428 | 30.26
1000 | 1.045 | 100.9 | 99.895 | 99.9 | -0.9995 | 31.05
3000 | 1 | 34.3 | 33.3 | 33.3 | -1.0000 | 31.33
10000 | 1 | 10.99 | 9.99 | 9.99 | -1.0000 | 32.27
X within 1% of A/t from: 460.5 s (S there 10.99)
S down to 1.1 at: 920.9 s
M at t = A, integrated: 2.0000
decay to zero, M at 299700 s: 0.334
sigma at 1000 s, diffusion run: 31.054 nm
largest profile error / peak: 1.1e-04
sigma at 1000 s without transient: 10.42 nm
Neglected effects (rough inputs)
interstitial share f_I: 0.98
change of X at 1000 s by vacancies: -2.01 %
n_i: 1.96e+18 cm^-3
doping factor at initial peak: 1.106
doping factor at 1000 s peak: 1.033
migration length: 5 nm
10 s: migrations per atom 1.63, unmoved 20 %, excess kurtosis 3.76
1000 s: migrations per atom 17.29, unmoved 0 %, excess kurtosis 0.35
+5 K: D_eq +18.9 %, tau -16.9 %
decay activation energy: 3.7 eV; ramp: 50 K/s
ramp time in units of tau: 0.0051
flat-topped decay, X ratio 1e3, 1e4 s: 0.886, 0.886
hyperbolic decay, X ratio 1e3, 1e4 s: 2.40, 4.62
no test failed
```
